# Why the inverse of a passive local permittivity obeys Kramers-Kronig relations

## Two ways to measure one film

A thin insulating film between two electrodes can be measured in two ways. One can impose the voltage and record the charge that flows, which gives the permittivity \(\varepsilon(\omega)\). Or one can place a charge on the electrodes, disconnect them and watch the voltage decay, which gives \(1/\varepsilon(\omega)\), often called the electric modulus.

In the first measurement the polarization cannot precede the field. This makes \(\varepsilon\) analytic in the upper half of the complex frequency plane and leads to its Kramers-Kronig relations. The same does not follow at once for the inverse: wherever \(\varepsilon\) vanishes, \(1/\varepsilon\) has a pole, and a pole in the upper half plane spoils the relations. What excludes such a zero is energy. At a zero a field could grow with no charge supplied to the electrodes, and passive matter cannot feed it.

## Conventions and assumptions

Fields vary as \(e^{-i\omega t}\), with \(\omega=a+ib\). For \(b>0\) they grow in time as \(e^{bt}\). The medium is linear, time-invariant, isotropic and local:

\[
P(t)=\varepsilon_0\int_0^\infty \chi(s)\,E(t-s)\,ds ,\qquad
\varepsilon(\omega)=1+\chi(\omega),\qquad
\chi(\omega)=\int_0^\infty\chi(s)e^{i\omega s}ds .
\]

The kernel \(\chi(s)\) is real and finite, and grows no faster than a power of \(s\). The factor \(e^{-bs}\) then makes \(\chi(\omega)\) converge and be analytic for \(b>0\). Ohmic conduction is included: a kernel that tends to \(\sigma/\varepsilon_0\) at long times gives the term \(i\sigma/(\varepsilon_0\omega)\), and \(dP/dt\) then includes the conduction current.

Passive means that no field pulse extracts net energy from the matter. Per unit volume,

\[
\int_{-\infty}^{\infty}E\,\frac{dP}{dt}\,dt\ \ge 0
\]

for every pulse \(E(t)\). Causality strengthens this. Take any field history up to time \(t\) and then switch the field off. What \(P\) did before \(t\) is unchanged, and what it does afterwards costs no work because \(E=0\). A finite kernel allows no jump of \(P\) at the switch. Hence

\[
W(t)=\int_{-\infty}^{t}E\,\frac{dP}{dt'}\,dt'\ \ge 0\quad\text{at every }t .
\]

## Why a zero cannot lie in the upper half plane

Suppose \(\varepsilon(\omega)=0\) at some \(\omega\) with \(b>0\). Apply the real field \(E(t)=\mathrm{Re}[E_0e^{-i\omega t}]\), which vanishes in the distant past. Since the kernel is real,

\[
D(t)=\varepsilon_0E+P=\mathrm{Re}[\varepsilon_0\varepsilon(\omega)E_0e^{-i\omega t}]=0
\]

at all times. The integral of \(E\,dD/dt\) is therefore zero. But inserting \(D=\varepsilon_0E+P\) gives

\[
0=\int_{-\infty}^{t}E\,\frac{dD}{dt'}\,dt'
=\frac{\varepsilon_0E^2(t)}{2}+W(t)\ \ge\ \frac{\varepsilon_0E^2(t)}{2}.
\]

At any moment when \(E(t)\ne0\) this is a contradiction. The growing field needs energy; none comes from the electrodes, because \(D=0\), and none can come from the matter.

The same reasoning gives a quantitative bound. Let \(E=E_0e^{-i\omega t}\) be complex. Its real and imaginary parts are two real field histories, a quarter cycle apart, and each does non-negative work. The sum of their powers is

\[
E_r\dot P_r+E_i\dot P_i=\mathrm{Re}(E^*\dot P).
\]

With \(\dot P=-i\omega\varepsilon_0\chi E\), \(|E|^2=|E_0|^2e^{2bt}\) and \(\mathrm{Re}(-i\omega\chi)=\mathrm{Im}(\omega\chi)\), integration from \(-\infty\) to \(t\) gives

\[
W_r+W_i=\varepsilon_0|E_0|^2e^{2bt}\,\frac{\mathrm{Im}(\omega\chi)}{2b}\ \ge0 .
\]

So \(\mathrm{Im}(\omega\chi)\ge0\). Adding \(\mathrm{Im}\,\omega=b\) for the vacuum term, and using \(|\omega\varepsilon|\ge\mathrm{Im}(\omega\varepsilon)\),

\[
\mathrm{Im}[\omega\varepsilon(\omega)]\ge b,\qquad
|\varepsilon(\omega)|\ \ge\ \frac{b}{|\omega|}>0 .
\]

There are no zeros for \(b>0\), and \(1/\varepsilon\) is analytic there. On the imaginary axis, \(\omega=ib\), the bound reads \(\mathrm{Re}\,\varepsilon(ib)\ge1\). Letting \(b\to0\) shows that a passive local insulator has a static permittivity of at least 1. Near the real axis, away from \(\omega=0\), the bound becomes weak, so \(|\varepsilon|\) may be small there.

## The same result from the absorbed power

The bound can also be read from the loss spectrum. Let the growing field stop at \(t=0\). Its Fourier transform at real frequency \(\Omega\) is

\[
\hat E(\Omega)=E_0\int_{-\infty}^{0}e^{i(\Omega-\omega)t}dt=\frac{E_0}{i(\Omega-\omega)} .
\]

By Parseval's theorem the work of both phases is

\[
\frac{1}{2\pi}\int_{-\infty}^{\infty}\mathrm{Re}[-i\Omega\varepsilon_0\chi(\Omega)]\,|\hat E|^2d\Omega
=\frac{\varepsilon_0|E_0|^2}{2\pi}\int_{-\infty}^{\infty}\frac{\Omega\,\varepsilon''(\Omega)}{|\Omega-\omega|^2}\,d\Omega ,
\]

where \(\varepsilon''=\mathrm{Im}\,\varepsilon\). Equating this to the earlier expression at \(t=0\) gives

\[
\mathrm{Im}(\omega\chi)=\frac{b}{\pi}\int_{-\infty}^{\infty}\frac{\Omega\,\varepsilon''(\Omega)}{|\Omega-\omega|^2}\,d\Omega .
\]

In a passive medium \(\Omega\varepsilon''(\Omega)\ge0\), so the right side is an average of absorbed power with positive weight.

## Kramers-Kronig relations for the inverse

Let \(f=1/\varepsilon-1\). Two further conditions are needed. First, \(\varepsilon\to1\) at high frequency in every direction of the upper half plane, so that \(f\to0\). Second, \(\varepsilon\) is smooth on the real axis, apart from a possible conduction pole, with \(\varepsilon''>0\) at every real \(\omega>0\), so that no zero lies on the axis. At \(\omega=0\) an insulator has \(\varepsilon\ge1\), while a conductor has \(1/\varepsilon=0\).

For real \(\omega\), integrate \(f(\Omega)/(\Omega-\omega)\) along the real axis, passing above the point \(\omega\), and close the path with a large arc in the upper half plane. No pole is enclosed and the arc contributes nothing. The small clockwise half circle gives \(-i\pi f(\omega)\), so

\[
\mathrm P\!\int_{-\infty}^{\infty}\frac{f(\Omega)}{\Omega-\omega}\,d\Omega=i\pi f(\omega).
\]

Real fields require \(f(-\Omega)=f^*(\Omega)\), so \(\mathrm{Im}f\) is odd and \(\mathrm{Re}f\) is even. Folding the negative half of the axis onto the positive half turns the denominators into

\[
\frac1{\Omega-\omega}+\frac1{\Omega+\omega}=\frac{2\Omega}{\Omega^2-\omega^2},\qquad
\frac1{\Omega-\omega}-\frac1{\Omega+\omega}=\frac{2\omega}{\Omega^2-\omega^2},
\]

for the odd and even parts respectively. The real and imaginary parts of the contour result are then

\[
\mathrm{Re}\frac1{\varepsilon(\omega)}=1+\frac2\pi\,\mathrm P\!\int_0^\infty\frac{\Omega\,\mathrm{Im}[1/\varepsilon(\Omega)]}{\Omega^2-\omega^2}\,d\Omega ,
\]

\[
\mathrm{Im}\frac1{\varepsilon(\omega)}=-\frac{2\omega}\pi\,\mathrm P\!\int_0^\infty\frac{\mathrm{Re}[1/\varepsilon(\Omega)]-1}{\Omega^2-\omega^2}\,d\Omega .
\]

A leaky film shows a practical advantage of the inverse. The conduction pole of \(\varepsilon\) adds \(\sigma/(\varepsilon_0\omega)\) to \(\varepsilon''\) and nothing to \(\varepsilon'\) at \(\omega>0\), so it cannot be recovered from \(\varepsilon'\) and must be added by hand. In \(1/\varepsilon\) the pole has become a zero, and no extra term is needed.

A lossless zero on the real axis is a limiting case. For \(\varepsilon=1-\Omega_p^2/\omega^2\), approaching the axis from above gives \(\mathrm{Im}(1/\varepsilon)=-(\pi\Omega_p/2)\,\delta(\omega-\Omega_p)\) at positive \(\omega\). Inserting this in the first relation returns \(1+\Omega_p^2/(\omega^2-\Omega_p^2)\), the correct inverse. The relations survive if the sharp line is kept in the loss.

## A leaky high-permittivity film

Consider a 10 nm film with rough typical values for hafnium dioxide:

\[
\varepsilon(\omega)=1+\frac{3\,\omega_e^2}{\omega_e^2-\omega^2-i\gamma_e\omega}
+\frac{16\,\omega_p^2}{\omega_p^2-\omega^2-i\gamma_p\omega}+\frac{i s}{\omega}.
\]

Frequencies are given as photon energies. The electronic oscillator has \(\omega_e=10\) eV and \(\gamma_e=1\) eV; the effective phonon has \(\omega_p=30\) meV and \(\gamma_p=4\) meV. The permittivity is thus about 4 between the two resonances and 20 below the phonon, before leakage matters. A conductivity of \(10^{-14}\) S/cm gives \(s=\hbar\sigma/\varepsilon_0=7.43\times10^{-17}\) eV.

**Work of a growing field.** At \(\omega=0.1+0.1i\) eV the model gives \(\varepsilon=4.0418+0.7066i\), so

\[
\mathrm{Im}(\omega\varepsilon)=0.1\times0.7066+0.1\times4.0418=0.4748\ \text{eV},
\]

well above the bound of 0.1 eV. Subtracting the vacuum part leaves 0.3748 eV, and the average over the loss spectrum gives the same value. The work of both phases up to \(t=0\) should be \(0.3748/(2\times0.1)=1.874\), in units of \(\varepsilon_0|E_0|^2\). Direct integration of the oscillators' equations of motion also gives 1.874.

**Where the zeros are.** All five zeros lie in the lower half plane. They are the free decays at fixed charge, since \(D\) does not change while \(E\) does.

- At very low frequency \(20+is/\omega=0\), so \(\omega=-is/20=-3.72\times10^{-18}i\) eV. The decay time is \(\hbar/(3.72\times10^{-18}\ \text{eV})=177\) s.
- Near the phonon, \(4+16\omega_p^2/(\omega_p^2-\omega^2-i\gamma_p\omega)=0\) gives \(\omega^2+i\gamma_p\omega=5\omega_p^2\). The frequency rises from 30 to about \(30\sqrt5=67\) meV, and the full model gives \(67.1-2.0i\) meV.
- The electronic zero is at \(20.0-0.5i\) eV. Each oscillating zero has a partner with the opposite real part.

**Rebuilding the inverse.** At \(\omega=3.72\times10^{-18}\) eV, the centre of the leakage peak, \(1/\varepsilon=0.025-0.025i\). Each part, rebuilt from the other by the Kramers-Kronig integrals, has the same value. The agreement also holds at 67.1 meV, where \(1/\varepsilon=0.197-3.332i\), and at 5 eV. For \(\varepsilon\) itself, the integral over \(\varepsilon'\) at the leakage peak misses 20 in \(\varepsilon''\), which is the conduction term \(s/\omega\).

**How the loss is divided.** At \(\omega\to0\) the leaky film has \(1/\varepsilon=0\), and the first relation becomes

\[
\frac2\pi\int_0^\infty\mathrm{Im}\!\left[-\frac1{\varepsilon(\Omega)}\right]\frac{d\Omega}{\Omega}=1 .
\]

Well-separated peaks would contribute the successive drops of \(1/\varepsilon\): \(1/20=0.05\) from leakage, \(1/4-1/20=0.20\) from the phonon and \(1-1/4=0.75\) from the electrons. With cuts at \(10^{-9}\) and 0.7 eV the shares are 0.0500, 0.2008 and 0.7492.

The shift of 0.0008 is the electronic tail below the upper cut. There \(\varepsilon''\approx3\gamma_e\Omega/\omega_e^2=0.03\,\Omega\), with \(\Omega\) in eV. Dividing by \(4^2\), the value of \(\varepsilon^2\) over most of this range, gives \((2/\pi)(0.03/16)(0.7)\approx0.0008\).

## When the relations fail

**A biased film with negative differential conductivity.** Suppose that a steady bias puts the film where its current falls as the field rises. The small-signal conductivity is then negative. The bias source can supply energy to the signal, so the small-signal response is causal but not passive. Reversing the sign of \(s\), with everything else fixed, moves the leakage zero to \(+i\kappa\), with \(\kappa=3.72\times10^{-18}\) eV. If the source holds the total current steady, no signal charge is supplied, and a small disturbance of the field now grows with a time constant of 177 s. A fixed voltage holds only the average field: in this local model, uneven fields across the thickness can grow at the same rate and split the film into domains. Carrier diffusion opposes this. A rough estimate uses the Einstein relation and takes the negative differential mobility to be as large as the ordinary one. If both contacts hold the carrier density fixed, diffusion alone then stops the growth in a 10 nm film at 300 K below about \(3\times10^{18}\) mobile carriers per cm\(^3\); other simple contact conditions move this figure between about \(7\times10^{17}\) and \(1\times10^{19}\). Drift under the bias also sweeps disturbances out of the film, and at 0.5 V it raises this limit to about \(3\times10^{19}\) per cm\(^3\). What follows describes the film while its field is still uniform.

At low frequency,

\[
\frac1\varepsilon\approx\frac{1}{\varepsilon_s}\,\frac{\omega}{\omega-i\kappa},\qquad \varepsilon_s=20,
\]

with residue \(R=i\kappa/\varepsilon_s\). The contour now encloses this pole:

\[
\mathrm P\!\int_{-\infty}^{\infty}\frac{f(\Omega)}{\Omega-\omega}d\Omega-i\pi f(\omega)=\frac{2\pi iR}{i\kappa-\omega}.
\]

Solving for \(f\) adds \(2R/(\omega-i\kappa)\) to the usual integral. The real part of that term is

\[
\mathrm{Re}\,\frac{2i\kappa(\omega+i\kappa)}{\varepsilon_s(\omega^2+\kappa^2)}
=-\frac{2\kappa^2}{\varepsilon_s(\omega^2+\kappa^2)} .
\]

At \(\omega=\kappa\) it equals \(-1/20=-0.05\). The true value of \(\mathrm{Re}(1/\varepsilon)\) is 0.025, while the ordinary relation predicts 0.075.

**An overscreening response.** Positive loss alone is not enough either. In units of a resonance frequency, take

\[
\frac1\varepsilon=1-\frac{2}{1-\omega^2-0.5i\omega}.
\]

This inverse is causal, and \(\varepsilon''>0\) at every \(\omega>0\). But \(\varepsilon\) has a pole where \(\omega^2+0.5i\omega=-1\), and one root is \(\omega=+0.78i\). Its static value is \(1/(1-2)=-1\), whereas the ordinary Kramers-Kronig integral over its loss gives 1.485. Here the inverse obeys the relations and \(\varepsilon\) does not.

This is why the word "local" matters. In a local film the voltage fixes the total field, so \(\varepsilon\) is itself the response to something that can be imposed. For a nonlocal \(\varepsilon(q,\omega)\) at finite wave vector \(q\), an external charge fixes \(D\), and the causal response is \(1/\varepsilon\). The proof above then does not apply to \(\varepsilon\), and does not exclude a negative static value.

## What to do with measured data

For a linear film at zero bias, invert the complex permittivity point by point and apply the relations to \(1/\varepsilon\) as well as to \(\varepsilon\). The first needs no separate conduction term if the data reach well below the leakage peak, which lies at 0.9 mHz in this film. If they start well above it, the real part is already flat, and the leakage loss \(\kappa/(\varepsilon_s\omega)\) must again be added by hand. Three precautions follow from the results above.

1. **Replace the missing high-frequency loss by a constant.** For \(\Omega\gg\omega\) the kernel \(\Omega/(\Omega^2-\omega^2)\) becomes \(1/\Omega\). Loss far above the measured band therefore only lowers the leading 1. In this film, data that end far below the phonon need the constant \(1-0.2008-0.7492=0.05\), which is \(1/\varepsilon_s\).

2. **Watch the places where \(\varepsilon\) is small.** At 67.1 meV, \(|1/\varepsilon|\) is 3.34, so \(|\varepsilon|\) is 0.30. Since \(\delta(1/\varepsilon)\approx-\delta\varepsilon/\varepsilon^2\), an error of 0.03 in \(\varepsilon\) becomes a 10% error in \(1/\varepsilon\). The frequency step must also resolve a peak whose half width is about 2 meV.

3. **Under bias, measure to well below the growth rate.** Well above \(\kappa\), the discrepancy found above in the real part falls as \(1/\omega^2\). The imaginary part of the same extra term, \(2\kappa\omega/[\varepsilon_s(\omega^2+\kappa^2)]\), falls only as \(1/\omega\). For the example, \(\kappa\) corresponds to \(1/(2\pi\times177\ \text{s})=0.9\) mHz. With data from far below \(\kappa\), the discrepancy at ten times this frequency is \(2/(101\times20)=0.001\) in the real part and \(20/(101\times20)=0.01\) in the imaginary part, or 2% and 20% of the plateau value 0.05. If the data stop at \(\kappa\), even a passive film shows a discrepancy in the imaginary part there, and its size depends on how the missing band is filled: about 0.0025 if the real part is set to the plateau value 0.05, and about 0.0009 if the last measured value, 0.025, is continued. The sign of the loss is a more direct test: at this frequency \(\mathrm{Im}(1/\varepsilon)\) is \(+0.005\) in the biased film and \(-0.005\) in the passive one. Agreement within the measurement error at much higher frequencies does not show that the film is passive. One period at \(\kappa\) lasts \(2\pi\) growth times, however, so a real film may form domains before such a slow measurement is finished.

## The model beside a real film

The decay time of 177 s assumes a constant ohmic conductivity. At 10 mV the field is 0.01 MV/cm, about 0.25% of a rough breakdown field of 4 MV/cm. The usual Poole-Frenkel formula would give a trap barrier lowered by 38 meV and a leakage 4.3 times larger, but it does not apply here: it places the top of the barrier 19 nm from the trap, outside the 10 nm film. The field cannot lower the barrier by more than the 10 meV dropped across the whole film. At 300 K this multiplies the leakage by at most 1.5 and shortens the decay from 177 to no less than about 120 s. Temperature does more: with an assumed activation energy of 0.5 eV, going to 358 K multiplies the leakage by 23 and leaves about 8 s. The conductivity itself depends strongly on how a film was made.

A 1 nm interfacial layer of permittivity 3.9 would lower the effective permittivity of the stack from 20 to 14.5. If that layer does not conduct, its share of the initial voltage, \((1/3.9)/(10/20+1/3.9)\) or about a third, remains after the film itself has discharged. Direct tunnelling, for a 1.5 eV barrier and a mass of 0.2 electron masses, is negligible beside the ohmic conductance: a simple exponential estimate gives a fraction of \(7\times10^{-9}\), and including the transmission prefactor and the thermal spread of the electrons raises it only to a few times \(10^{-8}\). This conclusion depends exponentially on the two assumed values: a mass of 0.1 raises the fraction to about 0.3, and a barrier of 1.0 eV raises it to about 0.04. The lattice spacing is about 5% of the thickness, a rough measure of how far locality can be trusted. The electronic oscillator also gives a false \(\varepsilon''\) of 0.07 at 2 eV, inside the gap, so the model should not be used for optical absorption there. Anisotropy, slow trapping and a spread of relaxation times are left out.

These effects change the numbers, and a strongly nonlinear film has no single \(\varepsilon(\omega)\) at all. Where a small-signal local permittivity does exist and the film is passive, they cannot move a zero into the upper half plane. The full set of values is in the numerical output below.

## Calculated quantities

```
electronic: strength 3, 10 eV, width 1 eV
phonon: strength 16, 30 meV, width 4 meV
eps above phonon 4, eps below phonon 20
conductivity 1e-14 S/cm, leak rate 7.4339e-17 eV
film 10 nm, 10 mV, 300 K
field 0.010 MV/cm, charge 0.0177 uC/cm2
leakage zero of eps: -3.7170e-18 i eV
phonon zero: 67.051 -2.013 i meV
electronic zero: 19.994 -0.500 i eV
fixed-charge decay time: 177.1 s
growing field: w = 0.1 + 0.1 i eV
eps there: 4.0418 +0.7066 i
Im(w eps) there: 0.47484 eV
Im(w chi): formula 0.374842 eV
Im(w chi): loss average 0.374842 eV
work, both phases, from motion: 1.874210 eps0 E0^2
work, both phases, from formula: 1.874210 eps0 E0^2
1/eps at 3.7170e-18 eV: 0.025000 -0.025000 i
   rebuilt by KK: 0.025000 -0.025000 i
1/eps at 6.7051e-02 eV: 0.196610 -3.332259 i
   rebuilt by KK: 0.196610 -3.332259 i
1/eps at 5.0000e+00 eV: 0.200165 -0.010667 i
   rebuilt by KK: 0.200165 -0.010667 i
Im eps missed by KK without pole, at leak peak: 20.0000
sum rule total: 1.0000000
leakage share (below 1e-9 eV): 0.0500
phonon share (1e-9 to 0.7 eV): 0.2008
electronic share (above 0.7 eV): 0.7492
reversed leakage: zero at +3.7170e-18 i eV
reversed leakage: growth time 177.1 s
reversed: Re 1/eps true 0.02500, by KK 0.07500
overscreening: strength 2.0, width 0.5, resonance 1
overscreening: pole of eps at +0.7808 i (resonance units)
overscreening: static eps -1.000, by KK 1.485
field lowering of trap barrier: 37.9 meV
leakage factor from it, upper size: 4.34
leakage factor at 358 K, activation 0.5 eV: 23.0
with 1 nm layer of eps 3.9: stack eps 14.54
tunnel barrier 1.5 eV, mass 0.2 m_e
tunnel / ohmic conductance: 7.3e-09
field / rough breakdown field of 4 MV/cm: 0.0025
lattice spacing 0.5 nm / thickness: 0.050
false in-gap Im eps at 2 eV: 0.0651
```
